# Square-Root Thickness Law for Ferroelastic Domain Widths in a Film

**Q:** A free ferroelastic crystal gains nothing by having domain walls, since each wall costs energy. Why should a film contain a regular pattern of them?

**A:** Because the film is bonded to a substrate that does not share its spontaneous shear. One variant throughout would have to be sheared back to fit, at a cost proportional to the film's volume. Alternating variants have zero average shear, and their misfit with the substrate is felt near the interface.

Take a coherent film of thickness $h$ on a thick substrate with a square-symmetric surface. The film is tetragonal, with tensile misfit that favours a long axis in the plane, along direction 1 or 2. If the strains along the long and short axes are $e_c$ and $e_a$, then $e_c-e_a=\gamma_0$, with $\gamma_0=c/a-1$ to leading order.

Let $x$ point along $[110]$, $y$ along $[\bar110]$ and $z$ upwards, with the interface at $z=0$. Rotating a strain $\mathrm{diag}(e_1,e_2)$ by $45^\circ$ gives

$$e_{xx}=e_{yy}=\frac{e_1+e_2}{2},\qquad 2e_{xy}=e_2-e_1 .$$

The two variants exchange $e_1$ and $e_2$. They therefore have the same normal strains, and engineering shears $2e_{xy}=\pm\gamma_0$.

**Q:** Do the walls themselves not create stress? And does the misfit not pull on the pattern?

**A:** Put the walls normal to $x$. Across a wall the spontaneous strain changes in its $xy$ component alone. A displacement $u(x,z)$ along $y$ can provide this by changing its slope while remaining continuous, so the two variants fit together without stress.

The mean misfit produces uniform stresses $\sigma_{xx}=\sigma_{yy}$. These do no work on the strains $xy$ and $yz$ produced by $u$. In linear isotropic elasticity the misfit energy is therefore a constant, independent of the domain width.

I also assume that the polarization runs head to tail across each wall. Its normal component is then continuous, and since it lies in the plane, the spontaneous polarization leaves no charge on the top surface or the interface. Strain near the interface can still induce some charge piezoelectrically. I neglect it and treat the competition as purely elastic.

**Q:** Then write down the energy that you minimize.

**A:** Let each domain have width $w$, and let $s(x)=+1$ for $0<x<w$ and $-1$ for $w<x<2w$, repeated with period $2w$. With shear moduli $\mu$ in the film and $\mu_s$ in the substrate, the energy densities are

$$\frac{\mu}{2}\left[(u_x-\gamma_0s)^2+u_z^2\right]\quad(0<z<h),\qquad
\frac{\mu_s}{2}\left(u_x^2+u_z^2\right)\quad(z<0).$$

Subscripts on $u$ denote derivatives. A detached film could take the zigzag displacement $U(x)$ with $U_x=\gamma_0s$ and have no elastic energy. So in the film I write $u=U+v$, and the density becomes $\frac{\mu}{2}(v_x^2+v_z^2)$. Equilibrium requires $v_{xx}+v_{zz}=0$.

The sine coefficients of $s$ are

$$\frac{2}{w}\int_0^w\sin\frac{n\pi x}{w}\,dx=\frac{2}{n\pi}(1-\cos n\pi),$$

which is $4/(n\pi)$ for odd $n$ and zero for even $n$. Integrating $\gamma_0s$ once, with $k=n\pi/w$,

$$U=\sum_{n\ \rm odd}U_n\cos kx,\qquad U_n=-\frac{4\gamma_0w}{n^2\pi^2}.$$

**Q:** The substrate is not rigid. How do the two bodies share the mismatch?

**A:** The top is free of traction, so $v_z=0$ at $z=h$. The substrate field vanishes at great depth. For one mode,

$$v=A\cos kx\,\frac{\cosh k(z-h)}{\cosh kh},\qquad u_{\rm sub}=B\,e^{kz}\cos kx .$$

Let $t_n=\tanh kh$. At $z=0$ the film has $v_z=-kt_nA\cos kx$. Continuity of displacement and of traction gives

$$U_n+A=B,\qquad -\mu t_nA=\mu_sB .$$

Hence

$$A=-\frac{\mu_sU_n}{\mu t_n+\mu_s},\qquad B=\frac{\mu t_nU_n}{\mu t_n+\mu_s}.$$

For a harmonic field the energy integral reduces to its boundary. In the film this is $\frac{\mu}{2}\langle -v\,v_z\rangle_{z=0}$, because the outward normal there points down. In the substrate it is $\frac{\mu_s}{2}\langle u\,u_z\rangle_{z=0}$. The average of $\cos^2kx$ is $1/2$, so the energy of the mode per film area is

$$\frac{k}{4}\left(\mu t_nA^2+\mu_sB^2\right)
=\frac{kU_n^2}{4}\,\frac{\mu t_n\mu_s^2+\mu_s\mu^2t_n^2}{(\mu t_n+\mu_s)^2}
=\frac{kU_n^2}{4}\,\frac{\mu\mu_st_n}{\mu t_n+\mu_s}.$$

This is the energy of two springs in series, of stiffness proportional to $\mu t_n$ and $\mu_s$. Different modes are orthogonal, so their energies add. Since $kU_n^2/4=4\gamma_0^2w/(n^3\pi^3)$,

$$E(w)=\frac{4\gamma_0^2w}{\pi^3}\sum_{n\ \rm odd}\frac{1}{n^3}\,\frac{\mu\mu_st_n}{\mu t_n+\mu_s}.$$

**Q:** I see thickness in every $t_n$. Where is the fringing energy that is supposed not to depend on $h$?

**A:** It appears when the domains are narrow compared with the film. Then $t_n\to1$, and the modulus factor becomes

$$M=\frac{\mu\mu_s}{\mu+\mu_s}.$$

The remaining sum is $\sum_{\rm odd}n^{-3}=(1-\tfrac18)\zeta(3)=\tfrac78\zeta(3)$. Therefore

$$E=Kw,\qquad K=\frac{7\zeta(3)}{2\pi^3}M\gamma_0^2=0.1357\,M\gamma_0^2 .$$

The energy density of the longest mode falls as $e^{-2\pi|z|/w}$ away from the interface. The strained region is thus a layer whose depth scales with $w$, and extra film above it is almost stress-free apart from the uniform misfit.

The opposite limit is a useful check. For $w\gg h$, $t_n\to n\pi h/w$ and the modulus factor tends to $\mu t_n$. With $\sum_{\rm odd}n^{-2}=\pi^2/8$,

$$E\to\frac{4\gamma_0^2w}{\pi^3}\,\mu\frac{\pi h}{w}\,\frac{\pi^2}{8}=\frac{\mu\gamma_0^2h}{2}.$$

That is the volume energy of one variant sheared back to fit the substrate, as it should be.

**Q:** Now add the walls. Is there one wall per period or two?

**A:** Two per period $2w$, hence one per width $w$. Each has height $h$, so the wall area per film area is $h/w$. With wall energy $\sigma$ per wall area,

$$F(w)=\frac{\sigma h}{w}+Kw .$$

Setting $F'(w)=-\sigma h/w^2+K=0$ gives

$$w^*=\sqrt{\frac{\sigma h}{K}}=\left[\frac{2\pi^3\,\sigma h}{7\zeta(3)\,M\gamma_0^2}\right]^{1/2}.$$

The second derivative $2\sigma h/w^3$ is positive, so this is a minimum. The square root arises because the wall cost per film area grows with $h$ and the fringing cost does not. At the minimum the two terms are equal, and $F^*=2\sqrt{\sigma Kh}$. Dividing $F$ by $F^*$ gives

$$\frac{F}{F^*}=\frac12\left(\frac{w}{w^*}+\frac{w^*}{w}\right).$$

**Q:** Put numbers in. I want to see whether $w$ is really smaller than $h$.

**A:** Take $h=100$ nm, $\gamma_0=0.05$, $\sigma=0.050$ J/m², $\mu=80$ GPa and $\mu_s=120$ GPa. These are round model values. Then

$$M=\frac{80\times120}{80+120}=48\ \text{GPa},\qquad
K=0.1357\times48\times0.05^2=0.01628\ \text{GPa}.$$

Since 1 GPa nm equals 1 J/m²,

$$w^*=\sqrt{\frac{0.050\times100}{0.01628}}\ \text{nm}=17.5\ \text{nm}.$$

The walls and the fringing field each cost 0.285 J/m², together 0.571 J/m². In this linear model a single variant would cost $\mu\gamma_0^2h/2=10$ J/m², so the pattern removes most of the shear energy. In a real ferroelectric the polarization of a film without domains could instead turn towards $[110]$, which would lower that cost.

The minimum is shallow. Ten per cent more energy than $F^*$ requires $w/w^*+w^*/w=2.2$, whose roots correspond to 11.2 and 27.3 nm. A film need not miss equilibrium by much energy to show a noticeably different width.

**Q:** Your Fourier solution could contain a factor of two that you have carried along faithfully.

**A:** The elastic energy was also minimized directly on a finite-element mesh, starting from the two energy densities. Four cases were compared, all with $w=20$ nm: $h=60$ and 120 nm with the moduli above, $h=8$ nm with both moduli 80 GPa, and $h=20$ nm with an elastically anisotropic film. The largest difference from the Fourier energy was 0.11%.

Adding the wall cost and minimizing the mesh result over $w$ gave 8.76 nm for $h=25$ nm and 17.51 nm for $h=100$ nm. The ratio is 1.999 for a fourfold change of thickness, in agreement with the square-root law.

**Q:** You forced the two variants to occupy equal fractions. Perhaps the film would prefer another mixture.

**A:** If the average of $s$ is $m$, the substrate must hold back a mean shear $m\gamma_0$, which costs $\mu\gamma_0^2m^2h/2$. A 45:55 mixture has $|m|=0.1$, and in the example this term is $0.1^2\times10=0.1$ J/m². The fringing energy also changes, so I tested the total: at fixed period $2w^*$ and $h=100$ nm, both 45:55 mixtures had a higher elastic energy than the equal one. This supports equal fractions here; it does not rule out every irregular arrangement.

**Q:** What happens when the film becomes so thin that $w$ is no longer smaller than $h$?

**A:** The law predicts $w^*=h$ at $h=\sigma/K$, which is 3.07 nm here. Below that scale the fringing fields fill the film and the energy is no longer proportional to $w$.

The case $\mu_s=\mu$ can be followed analytically. Let $q=2\pi h/w$. Then $t_n/(1+t_n)=(1-e^{-nq})/2$, and

$$E=\frac{2\mu\gamma_0^2w}{\pi^3}S(q),\qquad S(q)=\sum_{n\ \rm odd}\frac{1-e^{-nq}}{n^3}.$$

Because $dq/dw=-q/w$, the derivative of $wS$ is $S-qS'$. The stationary width satisfies

$$\frac{\sigma h}{w^2}=\frac{2\mu\gamma_0^2}{\pi^3}(S-qS').$$

Two derivatives of the series give $S''=-\sum_{\rm odd}e^{-nq}/n=-\operatorname{artanh}(e^{-q})$. Hence $(S-qS')'=-qS''=q\operatorname{artanh}(e^{-q})$. As $S-qS'$ vanishes at $q=0$, integration and the substitution $p=q\tau$ give

$$S-qS'=\int_0^q p\operatorname{artanh}(e^{-p})\,dp=q^2I(q),\qquad I(q)=\int_0^1\tau\operatorname{artanh}(e^{-q\tau})\,d\tau .$$

On the left I use $w=2\pi h/q$, so that $\sigma h/w^2=\sigma q^2/(4\pi^2h)$. The factor $q^2$ cancels:

$$I(q)=\frac{\pi\sigma}{8\mu\gamma_0^2h}.$$

As $w$ increases, $q$ falls and $I$ rises steadily from zero to infinity. The slope of $F$ therefore changes sign once, from negative to positive, and there is one minimum at every thickness in this model.

**Q:** Does that equation return your square root, and what replaces it in the thin limit?

**A:** For large $q$, $q^2I$ tends to $7\zeta(3)/8$. What is missing is the integral from $q$ to infinity, approximately $(1+q)e^{-q}$. The square-root law follows, with exponentially small corrections. For the example's unequal moduli, full minimization at $h=\sigma/K$ gives a width 1.0082 times the square-root value. The law is thus still accurate to about 1% where $w$ has reached $h$.

For small $q$, $\operatorname{artanh}(e^{-p})\simeq\frac12\ln(2/p)$, and

$$I\simeq\frac12\int_0^1\tau\ln\frac{2}{q\tau}\,d\tau=\frac14\ln\frac2q+\frac18 .$$

Since $2/q=w/(\pi h)$, solving for the logarithm gives

$$w\simeq\pi h\exp\left(\frac{\pi\sigma}{2\mu\gamma_0^2h}-\frac12\right).$$

Thinning the film now widens the domains, exponentially. For $\sigma=2\mu\gamma_0^2h$ the formula gives $w/h=44.09$, while direct minimization gives 44.06.

With $\sigma=0.050$ J/m² and both moduli 80 GPa, the first term in the exponent is about $0.4\ \text{nm}/h$; with the example's stiffer substrate it is about $0.6\ \text{nm}/h$. It reaches one when the film is only one or two unit cells thick, where continuum elasticity has no claim to validity. For these parameters the exponential regime is a mathematical limit of the model.

**Q:** Then thick films should be safe. Fringing is confined and $t_n$ is practically one.

**A:** The fringing formula improves, but the assumption of straight walls weakens. A thick film can keep wide domains in its interior and refine them near the interface.

Consider a layer of height $\ell$ above the interface. In the middle of each domain insert a needle of the opposite variant, with width $d(z)=(w/3)(1-z/\ell)$. At the interface each old domain has become three of width $w/3$. Keep $u_x=\pm\gamma_0$ everywhere in the film. Measuring $x$ from the centre of a positive domain, continuity gives

$$u=-\gamma_0x\ \text{in the needle},\qquad u=\gamma_0(x\mp d)\ \text{to its right and left}.$$

Negative domains have the reversed displacement. Inside the needle $u_z=0$; outside it $|u_z|=\gamma_0|d'|=\gamma_0w/(3\ell)$. The needle occupies on average one sixth of the layer, so the elastic cost of the taper is

$$\frac{\mu}{2}\left(\frac{\gamma_0w}{3\ell}\right)^2\frac56\,\ell=\frac{5}{108}\,\frac{\mu\gamma_0^2w^2}{\ell}.$$

The number of walls in the layer triples, which adds $2\sigma\ell/w$, and the fringing energy falls to $Kw/3$. Thus

$$F_{\rm br}\simeq\frac{\sigma(h+2\ell)}{w}+\frac{5}{108}\frac{\mu\gamma_0^2w^2}{\ell}+\frac{Kw}{3}.$$

This neglects the slight extra length of tilted walls, the overlap of the taper and fringing fields, and further relaxation of $u$.

**Q:** You have lowered one term and raised two. When does the exchange pay?

**A:** Setting the derivative with respect to $\ell$ to zero,

$$\frac{2\sigma}{w}=\frac{5}{108}\frac{\mu\gamma_0^2w^2}{\ell^2},\qquad
\ell=w\sqrt{\frac{5\mu\gamma_0^2w}{216\sigma}} .$$

The two added costs are then equal and sum to $\sqrt{(10/27)\mu\gamma_0^2\sigma w}$. At fixed $w$ the saving is $2Kw/3$. The saving grows as $w$ and the cost as $\sqrt w$, so wide domains, and hence thick films, favour refinement.

Minimizing over $w$ as well puts the crossover at an estimated 264 nm for the example's parameters. A mesh calculation at $w=20$ nm, $\ell=25$ nm and $h=100$ nm gave 0.898 of the estimated elastic energy, and resolving the tilted walls more finely lowers the ratio to about 0.87. The estimate is therefore somewhat high there.

With mesh energies, the lowest of nine such patterns tried at $h=100$ nm cost 0.599 J/m², above the straight-wall value of 0.571 J/m². At $h=527$ nm a branched pattern cost 1.250 J/m² against 1.311 J/m² for straight walls. The mesh overestimates these branched energies; with the tilted walls fully resolved, 0.599 becomes 0.594 and 1.250 becomes 1.199 J/m². The square-root law is then no longer the true equilibrium of the model. The estimate of 264 nm is in fact too high. With $w$ and $\ell$ chosen to minimize the relaxed energy, the same kind of pattern already wins at 200 nm, by 0.793 to 0.807 J/m², though not at 150 nm; its crossover lies near 160 nm. Narrower needles do better. With a base width of $0.22w$ instead of $w/3$ the branched pattern wins at 150 nm, by 0.680 to 0.699 J/m², and at 100 nm its energy equals the straight-wall value to within about 0.001 J/m². The worked example thus lies close to the thickness at which branching begins in this model, and other patterns might win at still smaller thicknesses.

**Q:** Ideal walls and isotropic elasticity still trouble me. How far could they move your 17.5 nm?

**A:** Replacing each abrupt wall by a linear ramp of strain 2 nm wide, at fixed $\sigma$, changes the width to 17.4 nm.

For anisotropy, let the film have constants $C_{xy}$ and $C_{yz}$ for the two shears. Equilibrium becomes $C_{xy}v_{xx}+C_{yz}v_{zz}=0$, so the decay rate is $k\sqrt{C_{xy}/C_{yz}}$. Multiplying it by $C_{yz}$ gives a traction proportional to $k\sqrt{C_{xy}C_{yz}}$. The film modulus in $E$ is therefore replaced by $\sqrt{C_{xy}C_{yz}}$, and $h$ inside $t_n$ by $h\sqrt{C_{xy}/C_{yz}}$. With 50 and 110 GPa, and the substrate unchanged, the width is 17.9 nm. This leaves out two couplings that a tetragonal film allows, both with opposite signs in the two variants: one between the shears $yz$ and $xz$, the other between the normal misfit strains and the shear $xy$. The second changes the effective $\gamma_0$, to which the width is inversely proportional. A change of $\gamma_0$ by one tenth already moves the width by about one tenth, so the small shifts found here are not error bounds for a real film.

Temperature first enters through the parameters. The domain energy in a patch of area $w^{*2}$ is 1094 eV, while $k_BT$ at 300 K is 0.0259 eV. Even a 10% energy increase over such a patch is far above thermal energy.

**Q:** And the interface? A sudden change of shear must leave a large stress at the foot of each wall.

**A:** It does. For $w\ll h$, $v=-\mu_sU/(\mu+\mu_s)$ at the interface, so the film's shear stress there is $\mu v_x=-M\gamma_0s$. Its magnitude is 2.4 GPa. The traction of each mode is $\mu_skB\cos kx=MkU_n\cos kx$, and therefore

$$\tau_{yz}=-\frac4\pi M\gamma_0\sum_{n\ \rm odd}\frac{\cos(n\pi x/w)}{n}
=-\frac2\pi M\gamma_0\ln\cot\frac{\pi x}{2w},\qquad 0<x<w .$$

The sum is the real part of $\operatorname{artanh}(e^{i\pi x/w})$, which equals $\frac12\ln\cot(\pi x/2w)$. The divergence at a wall is logarithmic and has finite energy. One nanometre from a wall the traction is 3.7 GPa. The rough ideal-strength scale $\mu/2\pi$ is 12.7 GPa, so the example stays below it at that distance. This comparison does not exclude dislocations, which can move or form at defects under smaller stresses.

**Q:** Which real films does this resemble, and what would you distrust first?

**A:** The parameters lie in the rough regime of tetragonal perovskite ferroelectrics such as lead titanate, grown under enough tension to put the long axis in the plane. Lead titanate itself has a room-temperature $c/a-1$ of roughly 0.06, a little above the value used. The moduli and the wall energy are plausible in order of magnitude, not data for one sample. I would first distrust the assumption that the walls reach equilibrium at the temperature of use. If the pattern froze during cooling, when $\gamma_0$ was 0.03, the same $\sigma$ would give 29.2 nm, about two thirds wider than 17.5 nm. A smaller $\sigma$ at that temperature would reduce this increase or even reverse it: if $\sigma$ varied as $\gamma_0^2$ the width would not change, and if it varied as $\gamma_0^3$ the width would be 13.6 nm. Dislocations that relax the interface would also alter $K$, by an amount this model does not supply.

**Q:** If I measure widths in a series of films, what may I conclude from a square-root plot?

**A:** If $\gamma_0$, $\sigma$, the moduli and the thermal history are the same throughout, and the walls are straight and near equilibrium, the slope of $w^2$ against $h$ is $\sigma/K$. With known moduli and spontaneous shear it gives an estimate of $\sigma$. In the example the predicted widths are 5.5, 8.8, 12.4, 17.5 and 24.8 nm at thicknesses of 10, 25, 50, 100 and 200 nm. Minimizing the full straight-wall energy gives the same values to the digits shown. At 200 nm, however, a branched pattern already has less energy than straight walls in this model, and at 100 nm the two are practically equal, so the shape of the walls should be examined before these points are used in the slope. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
Spontaneous shear g = 0.050 (dimensionless)
Wall energy sigma = 0.050 J/m^2
Film and substrate shear moduli = 80, 120 GPa
Series modulus M = 48.0 GPa
Fringing coefficient K = 0.01628 GPa
Numerical prefactor K/(M g^2) = 0.13569
Example film thickness = 100 nm
Equilibrium domain width = 17.52 nm
Wall energy per film area = 0.2853 J/m^2
Fringing energy per film area = 0.2853 J/m^2
Total domain energy per film area = 0.5707 J/m^2
Single-variant shear energy = 10.00 J/m^2
Widths costing 10% extra energy = 11.2, 27.3 nm
h = 10 nm: square-root width = 5.54 nm, full minimum = 5.54 nm
h = 25 nm: square-root width = 8.76 nm, full minimum = 8.76 nm
h = 50 nm: square-root width = 12.39 nm, full minimum = 12.39 nm
h = 100 nm: square-root width = 17.52 nm, full minimum = 17.52 nm
h = 200 nm: square-root width = 24.78 nm, full minimum = 24.78 nm
Finite-element widths at 25, 100 nm = 8.76, 17.51 nm
Ratio of those finite-element widths = 1.999
Largest elastic-energy mismatch in tests = 0.11 %
Crossover thickness sigma/K = 3.07 nm
Full width / square-root width there = 1.0082
Thin-limit test, w/h: minimum = 44.06, formula = 44.09
Width with 2 nm thick walls = 17.40 nm
Width with film Cxy=50, Cyz=110 GPa = 17.93 nm
Width if g=0.03 at growth, same sigma = 29.21 nm
Interface shear stress magnitude M g = 2.40 GPa
Interface traction 1 nm from wall = 3.68 GPa
Ideal shear-strength scale mu_f/(2 pi) = 12.73 GPa
Domain energy in a w by w patch = 1094 eV
Thermal energy at 300 K = 0.0259 eV
Branching estimate: threshold thickness = 264 nm
Branched elastic energy, direct/estimate = 0.898
Lowest branched trial at 100 nm = 0.5994 J/m^2
Thick test film = 527 nm
Its branched, straight energies = 1.2501, 1.3105 J/m^2
```
